# Inferring the gas pressure under a silicon blister

## Problem

A silicon wafer has been implanted with hydrogen and annealed. Gas collected in a flat circular cavity has raised the layer above it into a blister. The cavity has radius $a=5\ \mu\mathrm{m}$, the cap above it has thickness $h=0.5\ \mu\mathrm{m}$, and the centre of the cap stands $w_0=50$ nm above the surrounding surface. Take Young's modulus as $E=160$ GPa. Use plate theory to infer the overpressure $p$, meaning the pressure inside minus the pressure outside, and judge how far the result can be trusted.

Poisson's ratio $\nu$ is also needed. We choose $\nu=0.25$ and examine this choice later. The cap is first taken as uniform, isotropic, elastic and free of residual stress.

## A tempting solution

Let $w(r)$ be the outward deflection and $z$ the outward distance from the middle plane of the cap. Both $h/a$ and $w_0/h$ equal 0.1, so we start with thin-plate theory for small deflections. Lines normal to the middle plane stay straight and normal to it. A slope $\varphi=w'$ then displaces material radially by $-z\varphi$, which gives the strains

$$\varepsilon_r=-z\varphi',\qquad \varepsilon_\theta=-z\varphi/r .$$

The stress normal to a thin plate is negligible beside the bending stresses. The elastic energy per volume is therefore the plane-stress expression

$$\frac{E}{2(1-\nu^2)}\left(\varepsilon_r^2+\varepsilon_\theta^2+2\nu\varepsilon_r\varepsilon_\theta\right).$$

Integration over the thickness uses $\int_{-h/2}^{h/2}z^2dz=h^3/12$. With the rigidity

$$D=\frac{Eh^3}{12(1-\nu^2)},$$

the total bending energy is

$$U=\pi D\int_0^a\left(r\varphi'^2+\frac{\varphi^2}{r}+2\nu\varphi\varphi'\right)dr .$$

In equilibrium, a small change of shape changes $U$ by the work that the pressure does. The change of energy is

$$\delta U=2\pi D\int_0^a\left[(r\varphi'+\nu\varphi)\delta\varphi'+\left(\frac{\varphi}{r}+\nu\varphi'\right)\delta\varphi\right]dr .$$

Integrate the first term by parts. The two terms in $\nu\varphi'$ cancel, leaving

$$\delta U=2\pi D\,(a\varphi'+\nu\varphi)\,\delta\varphi\Big|_{r=a}-2\pi D\int_0^a\left[(r\varphi')'-\frac{\varphi}{r}\right]\delta\varphi\,dr .$$

There is no term from $r=0$, because symmetry makes the slope vanish there. The work of the pressure is also integrated by parts, with $\delta w(a)=0$:

$$2\pi p\int_0^a r\,\delta w\,dr=-\pi p\int_0^a r^2\,\delta\varphi\,dr .$$

Since $\delta\varphi$ is arbitrary inside the plate, the integrands must agree. Division by $2\pi r$ gives

$$D\left(\varphi''+\frac{\varphi'}{r}-\frac{\varphi}{r^2}\right)=\frac{pr}{2}. \tag{1}$$

The bracket is the derivative of $(r\varphi)'/r$. Integrating once gives $(r\varphi)'/r=pr^2/(4D)+2B$. Multiplying by $r$ and integrating again gives

$$\varphi=\frac{pr^3}{16D}+Br , \tag{2}$$

where a term proportional to $1/r$ has been dropped because the slope is finite at the centre.

The rim must now fix $B$. The tempting argument is that the surrounding silicon merely holds the edge of the cap at zero height. Nothing seems to twist the edge, so its bending moment is set to zero. In the energy balance this means that $\delta\varphi(a)$ is free and its coefficient must vanish: $a\varphi'(a)+\nu\varphi(a)=0$. Inserting (2),

$$(3+\nu)\frac{pa^2}{16D}+(1+\nu)B=0,\qquad B=-\frac{3+\nu}{1+\nu}\,\frac{pa^2}{16D}.$$

The height follows from $w(a)=0$:

$$w_0=-\int_0^a\varphi\,dr=-\frac{pa^4}{64D}-\frac{Ba^2}{2}
=\frac{5+\nu}{1+\nu}\,\frac{pa^4}{64D}.$$

The rigidity is $D=1.778\times10^{-9}$ N m, and $(5+\nu)/(1+\nu)=4.2$. Hence

$$p=\frac{64\,(1.778\times10^{-9})(50\times10^{-9})}{4.2\,(5\times10^{-6})^4}\ \mathrm{Pa}\approx2.2\ \mathrm{MPa}.$$

## Where it fails

Equation (1) and its solution (2) are sound within thin-plate theory. The fault is the rim condition, which describes a hinge. With the value of $B$ just found, the slope at the rim is

$$\varphi(a)=-\frac{pa^3}{8(1+\nu)D}=-\frac{8w_0}{(5+\nu)a}\approx-0.015 .$$

The edge face of the cap would turn through this angle. Across the thickness of 500 nm, its top and bottom would shift relative to each other by about 7.6 nm in the radial direction. A hinged plate can do this without resistance. Here the edge face is an imaginary cut through continuous silicon, and the crystal outside the cut would have to deform with it. It resists, and so it exerts a bending moment on the cap.

Holding an edge at zero height and preventing it from turning are separate conditions. The simplest model of a cap continuous with a thick wafer imposes both.

## The clamped plate

For an ideally clamped rim, $w(a)=0$ and $\varphi(a)=0$. The boundary term in $\delta U$ now vanishes because $\delta\varphi(a)=0$, so the moment need not vanish. Equation (2) gives $B=-pa^2/(16D)$ and

$$\varphi=-\frac{pr}{16D}(a^2-r^2).$$

Integrating inward from the rim,

$$w(r)=\int_r^a\frac{ps(a^2-s^2)}{16D}\,ds=\frac{p}{64D}(a^2-r^2)^2 .$$

At the centre $w_0=pa^4/(64D)$, and therefore

$$\boxed{p=\frac{64Dw_0}{a^4}=\frac{16Eh^3w_0}{3(1-\nu^2)a^4}} \tag{3}$$

For the blister,

$$p=\frac{64\,(1.778\times10^{-9})(50\times10^{-9})}{(5\times10^{-6})^4}\ \mathrm{Pa}\approx9.1\ \mathrm{MPa}.$$

The clamped-plate answer is about 9 MPa, 4.2 times the hinged one. If the outside is at atmospheric pressure, 0.1 MPa, the absolute pressure inside is about 9.2 MPa.

The choice of $\nu$ matters little: 0.2 gives 8.9 MPa and 0.3 gives 9.4 MPa. The radius matters much more, because it enters as $a^{-4}$. With the other inputs fixed, a radius 5% smaller gives 11.2 MPa and one 5% larger gives 7.5 MPa. The thickness enters as $h^3$ and also needs care.

The same solution gives the bending stresses. At the outer surface, $z=h/2$, the radial stress is

$$\sigma_r=-\frac{Eh}{2(1-\nu^2)}\left(\varphi'+\frac{\nu\varphi}{r}\right)
=-\frac{6D}{h^2}\left(\varphi'+\frac{\nu\varphi}{r}\right).$$

At the rim $\varphi=0$ and $\varphi'=pa^2/(8D)$. The stress has magnitude $\tfrac34p(a/h)^2\approx680$ MPa, compressive on the outer surface and tensile on the cavity side. At the centre $\varphi'=\varphi/r=-pa^2/(16D)$, and the outer surface carries a tension $\tfrac38(1+\nu)p(a/h)^2\approx430$ MPa. A modest gas pressure thus produces large stresses because the cap is thin. The rim value is a plate stress; it does not resolve the concentration at a sharp cavity edge.

## Forces in the plane of the cap

A raised cap is slightly longer than a flat one, so it stretches. Let $N$ be the radial tension per unit length. On a disc of radius $r$, this inclined tension adds $2\pi rN\varphi$ to the outward force $\pi r^2p$. In (1), $pr/2$ is therefore replaced by $pr/2+N\varphi$.

The stretching strain is of order $(w_0/a)^2$, so $N$ is of order $Eh(w_0/a)^2$. Comparing $N\varphi$ with the bending term, of order $D\varphi/a^2$, gives a relative effect of order $(w_0/h)^2$. A numerical solution of the resulting Föppl–von Kármán equations, with no in-plane displacement at the rim, raises the required pressure by 0.54%, to 9.15 MPa. Stretching is negligible here, but not when the height becomes comparable with the thickness.

Residual stress can matter more. Suppose the cap carries a uniform in-plane stress $\sigma$, positive in tension, so that $N=\sigma h$. Define $x=r/a$ and $n=\sigma ha^2/D$. Differentiating the force balance gives, with derivatives taken in $x$,

$$\nabla^4w=\frac{pa^4}{D}+n\nabla^2w .$$

To zeroth order in $n$, $w=A(1-x^2)^2$ with $A=pa^4/(64D)$. The first correction $w_1$ obeys $\nabla^4w_1=nA\nabla^2(1-x^2)^2$. Its regular solution satisfies

$$\nabla^2w_1=nA\left[(1-x^2)^2+c\right],$$

with a constant $c$. Multiplying by $x$ and integrating,

$$xw_1'=nA\left[\frac{x^2}{2}-\frac{x^4}{2}+\frac{x^6}{6}+\frac{cx^2}{2}\right].$$

The clamped condition $w_1'(1)=0$ requires $c=-1/3$. Thus

$$w_1'=nA\left(\frac{x}{3}-\frac{x^3}{2}+\frac{x^5}{6}\right),\qquad
w_1(0)=-nA\left(\frac16-\frac18+\frac1{36}\right)=-\frac{5nA}{72}.$$

The height is $A(1-5n/72)$. At fixed measured height, the pressure to first order is

$$p=\frac{64Dw_0}{a^4}\left(1+\frac{5n}{72}\right).$$

Compression makes the cap easier to raise and lowers the inferred pressure. For a rough compressive stress of 200 MPa, $n=-1.41$ and the change is $-9.8\%$. The numerical solution agrees, and with stretching included it gives 8.3 MPa. The linear formula was derived for $|n|\ll72/5$; a strongly compressed cap approaches buckling and requires the full equations.

## The crystal's anisotropy

Silicon is cubic, not isotropic. For a (100) cap, let $x$ and $y$ now be Cartesian coordinates along the cube axes, and let subscripts on $w$ denote derivatives. Zero normal stress gives $\varepsilon_z=-(C_{12}/C_{11})(\varepsilon_x+\varepsilon_y)$. Eliminating this strain leaves the in-plane stiffnesses

$$Q_{11}=C_{11}-\frac{C_{12}^2}{C_{11}},\qquad Q_{12}=C_{12}-\frac{C_{12}^2}{C_{11}},\qquad Q_{66}=C_{44}.$$

With $D_{ij}=Q_{ij}h^3/12$ and $D_{22}=D_{11}$, the moments are $M_x=-(D_{11}w_{xx}+D_{12}w_{yy})$, the same with $x$ and $y$ exchanged for $M_y$, and $M_{xy}=-2D_{66}w_{xy}$. Vertical balance, $M_{x,xx}+2M_{xy,xy}+M_{y,yy}=-p$, becomes

$$D_{11}w_{xxxx}+2(D_{12}+2D_{66})w_{xxyy}+D_{22}w_{yyyy}=p .$$

Try the clamped shape $w=w_0(1-x^2/a^2-y^2/a^2)^2$. Its three fourth derivatives are $24w_0/a^4$, $8w_0/a^4$ and $24w_0/a^4$. All are constant, so the shape solves the equation, and $p=64D'w_0/a^4$ with

$$D'=\frac{3D_{11}+2D_{12}+4D_{66}+3D_{22}}8 .$$

For a rough comparison we choose the inputs $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, whose last digits are not significant for a real cap. They give $D'=1.62\times10^{-9}$ N m and $p=8.3$ MPa. This is 9% below the isotropic value based on 160 GPa and $\nu=0.25$.

## How rigid is the rim?

The clamped thin-plate result neglects two elastic deformations: thin-plate theory omits shear through the cap thickness, and ideal clamping omits the deformation of the silicon around the rim.

For shear, consider again a disc of radius $r$. Its edge carries a force $pr/2$ per unit length. With shear modulus $G=E/[2(1+\nu)]$ and the usual plate factor $\kappa=5/6$, this adds a slope of magnitude $pr/(2\kappa Gh)$. The extra height is

$$\int_0^a\frac{pr}{2\kappa Gh}\,dr=\frac{pa^2}{4\kappa Gh}.$$

Relative to $pa^4/(64D)$ this is $16D/(\kappa Gha^2)=4.3\%$. A three-dimensional elastic calculation with the whole rim face held fixed gives a height 3.6% above the thin-plate value. At $h/a=0.02$ the excess is only 0.1%, as expected for the thin-plate limit.

To describe an elastically compliant rim, let its rotation be proportional to the bending moment:

$$\varphi(a)=-\ell\left[\varphi'(a)+\nu\frac{\varphi(a)}a\right].$$

The length $\ell$ is zero for a clamp and infinite for a hinge. Put $\lambda=\ell/a$ and $q=pa^2/(16D)$. Equation (2) gives

$$q+B=-\lambda\left[(3+\nu)q+(1+\nu)B\right],\qquad
B=-q\,\frac{1+(3+\nu)\lambda}{1+(1+\nu)\lambda}.$$

Substitution in $w_0=-qa^2/4-Ba^2/2$ yields

$$w_0=\frac{pa^4}{64D}\,\frac{1+(5+\nu)\lambda}{1+(1+\nu)\lambda}
=\frac{pa^4}{64D}\left[1+\frac{4\lambda}{1+(1+\nu)\lambda}\right]. \tag{4}$$

Both earlier answers are limits of this result. For a thin cap of the same material as its surroundings, $h$ is the length that governs deformation near the rim, so $\ell$ should be proportional to $h$. The correction is then of first order in $h/a$, whereas shear is of second order. This is why a cap that looks thin can still have a noticeably soft rim.

A three-dimensional calculation for a flat cavity buried in a large isotropic block gives

| $h/a$ | height relative to clamped thin plate |
|---|---|
| 0.05 | 1.135 |
| 0.10 | 1.297 |

The excess roughly doubles when $h/a$ doubles. If the shear estimate is subtracted, (4) gives $\ell\approx0.65h$ and $0.69h$ for the two cases. The near-constancy supports the scaling; $\ell$ is an effective length that also absorbs other deformation near the rim.

On a finer mesh the second ratio is 1.298. The last digit still depends on the mesh: the converged ratios are 1.136 and 1.299, which moves the second length to $\ell\approx0.70h$ and leaves the pressure unchanged at two digits. At the measured height, the pressure is therefore

$$p\approx\frac{9.10}{1.298}\ \mathrm{MPa}\approx7.0\ \mathrm{MPa},$$

which is 23% below the clamped-plate value. This includes shear as well as rim compliance, so the 4.3% shear estimate must not be applied again. The calculation is linear. It leaves out stretching and the effect of the small in-plane tension, $n\approx0.09$, that the pressure induces in a buried cap; together these could raise the pressure by roughly 1%.

## Reading the result for a real blister

The dimensions are plausible for hydrogen-implanted silicon, where a radius of micrometres and a cap of some tenths of a micrometre are reasonable rough values. Among the effects computed here, the rigid-rim assumption makes the largest difference: the model of a buried cavity gives 7.0 MPa instead of 9.1 MPa. This ranking depends on the 200 MPa assumed for the residual stress; a uniform compression of about 470 MPa would lower the clamped result by the same 23%. The assumed residual stress and the cubic elasticity would each lower the clamped result by roughly a tenth, but their combined effect with a soft rim has not been calculated. Implantation damage may also change the modulus, and any permanent deformation would contribute height that the present pressure does not support. The inferred pressure belongs to the temperature at which the height was measured, not to the anneal.

Thus 9 MPa is the correct inference from ideal clamped-plate theory, while 7 MPa is the better estimate for an isotropic, stress-free cap continuous with its wafer. The numerical output gives the separate corrections.

## Table of computed values

```
Young's modulus: 160.0 GPa
Poisson's ratio, chosen: 0.25 (dimensionless)
cavity radius: 5.00 um
cap thickness: 0.50 um
blister height: 50.0 nm
thickness / radius: 0.100 (dimensionless)
height / thickness: 0.100 (dimensionless)
plate rigidity: 1.7778 nN m
clamped-plate overpressure: 9.102 MPa
ordinary atmosphere: 0.101 MPa
overpressure for Poisson ratio 0.0: 8.533 MPa
overpressure for Poisson ratio 0.2: 8.889 MPa
overpressure for Poisson ratio 0.3: 9.377 MPa
overpressure, radius 5% smaller: 11.175 MPa
overpressure, radius 5% larger: 7.488 MPa
rim bending stress, plate: 682.7 MPa
centre bending stress, plate: 426.7 MPa
numerical / plate load, small height: 1.000056 (dimensionless)
stretching load factor: 1.00538 (dimensionless)
overpressure with stretching: 9.151 MPa
rough residual stress: -200.0 MPa
scaled residual force n: -1.4063 (dimensionless)
fractional load change from stress, numerical: -0.09758 (dimensionless)
fractional load change, 5n/72: -0.09766 (dimensionless)
overpressure with stretching and stress: 8.263 MPa
rough cubic constant C11: 166.0 GPa
rough cubic constant C12: 64.0 GPa
rough cubic constant C44: 80.0 GPa
cubic (100) plate rigidity: 1.6232 nN m
overpressure with cubic anisotropy: 8.311 MPa
shear deflection fraction, formula: 0.0427 (dimensionless)
3D / plate height, rigid rim, h/a=0.02: 1.0010 (dimensionless)
3D / plate height, rigid rim, h/a=0.10: 1.0364 (dimensionless)
overpressure from 3D, rigid rim: 8.783 MPa
3D / plate height, buried, h/a=0.05: 1.1353 (dimensionless)
3D / plate height, buried, h/a=0.10: 1.2966 (dimensionless)
same, refined mesh: 1.2976 (dimensionless)
overpressure from 3D, buried cavity: 7.015 MPa
change from clamped plate, buried cavity: -22.9 %
```
